# Steady copper dishing under height-dependent pad pressure, part 2

A pad slides at speed \(V\) over copper lines set in a dielectric, with fixed mean pressure \(P_0\). Copper has area fraction \(\phi\), Preston coefficient \(K_m\), local pressure \(P_m\) and removal rate \(R_m=K_mVP_m\); the dielectric has \(1-\phi\), \(K_d\), \(P_d\) and \(R_d=K_dVP_d\). The selectivity is \(S=K_m/K_d\). Dishing \(D\) is dielectric height minus copper height, with steady value \(D_{ss}\). The pad responds locally with pressure \(f(u)\), where the compression is \(u\) on the dielectric and \(u-D\) on the copper. The basic relations are

\[
\frac{dD}{dt}=V(K_mP_m-K_dP_d),\qquad
\phi P_m+(1-\phi)P_d=P_0 .
\]

In the steady state, \(P_d=SP_m\) (part (a)) and, from part (b),

\[
P_m=\frac{P_0}{Q},\qquad P_d=\frac{SP_0}{Q},\qquad Q=\phi+(1-\phi)S .
\]

Both materials then recede at the area-weighted harmonic mean of the blanket rates \(K_mVP_0\) and \(K_dVP_0\), whatever the pad law. Part (c) gave, for a general pad,

\[
D_{ss}=f^{-1}(P_d)-f^{-1}(P_m)
\]

and, for a linear pad (\(f=ku\) in contact, \(f=0\) for \(u<0\)) of stiffness \(k\) in full contact,

\[
P_m=P_0-(1-\phi)kD,\qquad P_d=P_0+\phi kD,\qquad
D_{ss}=\frac{P_0}{k}\frac{S-1}{Q}.
\]

Copper loses contact with this pad at \(D_c=P_0/[(1-\phi)k]\).

The example has \(P_0=20\) kPa, \(V=1\) m/s, \(\phi=0.6\), \(k=0.5\) kPa/nm, \(K_mV=6\) and \(K_dV=2\) nm/min/kPa, with blanket rates of 120 and 40 nm/min. These give \(S=3\), \(Q=1.8\), \(P_m=11.11\) kPa, \(P_d=33.33\) kPa, \(D_{ss}=44.4\) nm and \(D_c=100\) nm. Numerical checks integrate the two surface heights, with the pad level found from the load balance.

Part (e) asks us to show that the steady state is unique and that the dishing approaches it from either side.

**Solution.** Take \(f\) to be continuous, never decreasing, and strictly increasing wherever it is positive. Assume also that it can supply the two steady pressures. The load balance at a given dishing reads

\[
\phi f(u-D)+(1-\phi)f(u)=P_0 .
\]

Compare two values \(D_1<D_2\), with dielectric compressions \(u_1\) and \(u_2\).

Suppose first that \(u_2<u_1\). Then \(u_2-D_2<u_1-D_1\) as well, so both compressions are smaller in the second state. Neither pressure can have risen, and at least one that was positive has fallen. The total load would be below \(P_0\), which is a contradiction. Hence \(u_2\ge u_1\), and \(P_d\) does not fall when \(D\) increases.

Suppose next that \(u_2-D_2>u_1-D_1\). Then \(u_2>u_1\) too, both compressions are larger, and the total load would exceed \(P_0\). Hence \(u_2-D_2\le u_1-D_1\), and \(P_m\) does not rise when \(D\) increases.

Together these inequalities say that \(0\le u_2-u_1\le D_2-D_1\). The compressions, and with them the pressures, therefore vary continuously with \(D\). The dishing speed

\[
G(D)=V(K_mP_m-K_dP_d)
\]

is continuous and never increases with \(D\).

A zero of \(G\) requires \(P_d=SP_m\). With the load balance this fixes both pressures at positive values. Since \(f\) is strictly increasing there, each pressure belongs to one compression, and the difference of the two compressions is one value, \(D_{ss}\). A function that never increases and has a single zero is positive below it and negative above it:

\[
G(D)>0\ \text{for}\ D<D_{ss},\qquad G(D)<0\ \text{for}\ D>D_{ss}.
\]

Shallow dishing deepens and excessive dishing heals. The dishing cannot come to rest elsewhere, because a resting point would be another zero of \(G\), so it approaches \(D_{ss}\) from any starting value.

The mechanism is a feedback at fixed load. Deeper copper receives less pressure and the dielectric receives more, which slows the first and speeds the second. The conclusion needs \(K_d>0\), since otherwise no pair of positive pressures could make the two rates equal. It was also tested numerically by starting from \(-60\) nm and from 150 nm for three pad laws: the linear one and the two introduced in part (g).

### (f) How quickly is the steady state reached?

**Solution.** For a linear pad in full contact, insert the two pressures in the equation for \(dD/dt\):

\[
\frac{dD}{dt}=K_mV\left[P_0-(1-\phi)kD\right]-K_dV\left[P_0+\phi kD\right].
\]

Collecting the terms with and without \(D\),

\[
\frac{dD}{dt}=(K_m-K_d)VP_0-\frac{D}{\tau},\qquad
\frac1\tau=kV\left[(1-\phi)K_m+\phi K_d\right].
\]

The right side vanishes at \(D=\tau(K_m-K_d)VP_0\), which is \(D_{ss}\). The equation can therefore be written as \(dD/dt=-(D-D_{ss})/\tau\), and its solution is

\[
D(t)=D_{ss}+\left[D(0)-D_{ss}\right]e^{-t/\tau}.
\]

This \(D(t)\) stays between its starting value and \(D_{ss}\). If both materials are in contact at the start, they remain so, because the dishing values with full contact form one unbroken interval that contains \(D_{ss}\).

For the example,

\[
\frac1\tau=0.5\,(0.4\times6+0.6\times2)=0.5\times3.6=1.8\ \text{min}^{-1},
\]

so \(\tau=33.3\) s. Starting from a flat surface, the dishing is 26.4 nm after 30 s, 37.1 nm after 60 s and 43.2 nm after 120 s. The last value is \(43.2/44.4=97\%\) of the steady dishing. The steady formula thus describes polishing that continues for several \(\tau\) after the barrier has cleared. For shorter times it overestimates the dishing of an initially flat surface.

The stiffness acts twice. A stiffer pad reduces \(D_{ss}\) in proportion to \(1/k\), and it shortens \(\tau\) by the same factor. The initial growth rate from a flat surface, \(D_{ss}/\tau=(K_m-K_d)VP_0=80\) nm/min, does not depend on \(k\), because a flat surface gives the pad no height difference to respond to.

If the initial dishing exceeds \(D_c\), the copper carries no load at first. The dielectric then carries \(P_0/(1-\phi)\), and the dishing falls at the constant rate \(K_dVP_0/(1-\phi)=40/0.4=100\) nm/min until contact is restored.

For a general pad the same analysis holds for small departures from the steady state. Write \(f'_m\) and \(f'_d\) for the slopes of \(f\) at the steady compressions of copper and dielectric. Differentiating the load balance with respect to \(D\),

\[
\phi f'_m\left(\frac{du}{dD}-1\right)+(1-\phi)f'_d\frac{du}{dD}=0 ,
\]

and solving for the derivative,

\[
\frac{du}{dD}=\frac{\phi f'_m}{\phi f'_m+(1-\phi)f'_d}.
\]

The pressures respond as \(dP_d/dD=f'_d\,du/dD\) and \(dP_m/dD=f'_m(du/dD-1)\). With the definition

\[
k_*=\frac{f'_mf'_d}{\phi f'_m+(1-\phi)f'_d},
\]

these become

\[
\frac{dP_d}{dD}=\phi k_*,\qquad \frac{dP_m}{dD}=-(1-\phi)k_* .
\]

They have the form of the linear pad with \(k\) replaced by \(k_*\). To leading order in the departure, the relaxation rate is therefore \(k_*V[(1-\phi)K_m+\phi K_d]\). For \(f'_m=f'_d=k\) the denominator is \(k\), and \(k_*=k\) as required.

### (g) Suppose the pad touches the wafer through asperities whose heights are exponentially distributed. Which features of the linear result survive?

**Solution.** Let the asperity heights \(s\ge0\) above a reference plane in the pad have probability density \(e^{-s/\lambda}/\lambda\), with \(n\) asperities per unit area. If the wafer surface is a distance \(h\ge0\) from this plane, asperities with \(s>h\) are compressed by \(s-h\). Let each exert a force \(q(s-h)\), independently of its neighbours. The pressure is

\[
P(h)=n\int_h^\infty q(s-h)\,\frac{e^{-s/\lambda}}{\lambda}\,ds .
\]

With \(s=h+t\), the exponential separates into two factors:

\[
P(h)=e^{-h/\lambda}\;n\int_0^\infty q(t)\,\frac{e^{-t/\lambda}}{\lambda}\,dt .
\]

The remaining integral, assumed finite, does not depend on \(h\). An increase of compression is an equal decrease of \(h\), so

\[
f(u)=P_*e^{u/\lambda},
\]

where the constant \(P_*\) depends on where \(u\) is counted from. The force law of the single asperity affects \(P_*\) but not the exponential form.

The inverse is \(f^{-1}(P)=\lambda\ln(P/P_*)\). The general result of part (c) becomes

\[
D_{ss}=\lambda\ln\frac{P_d}{P_*}-\lambda\ln\frac{P_m}{P_*}
=\lambda\ln\frac{P_d}{P_m}=\lambda\ln S .
\]

The dishing still vanishes at \(S=1\) and rises with \(S\), but it no longer depends on \(P_0\) or \(\phi\). Equal recession fixes the ratio of the pressures, and an exponential pad turns a pressure ratio into a height difference. A linear pad turns a pressure difference into a height difference, and that difference does depend on load and area fraction. The steady pressures and the harmonic-mean recession rate are the same for both pads, since they were found without a pad law.

To compare the pads, choose \(\lambda\) so that both have the same stiffness at 20 kPa. The slope of the exponential law is \(f'=f/\lambda\), which requires \(\lambda=20/0.5=40\) nm. Then

\[
D_{ss}=40\ln3=43.9\ \text{nm}.
\]

This is close to the 44.4 nm of the linear pad, but the two pads do not agree in general. For \(\phi=0.9\) and doubled pressure the exponential pad still gives 43.9 nm. For the linear pad, doubling the pressure at \(\phi=0.6\) raises the dishing to 88.9 nm.

Agreement is assured for small \(\varepsilon=S-1\) at the pressure where the stiffnesses match. There \(P_0/k=\lambda\), and to second order

\[
\frac{D_{ss}^{\text{lin}}}{\lambda}=\frac{\varepsilon}{1+(1-\phi)\varepsilon}
\approx\varepsilon-(1-\phi)\varepsilon^2,\qquad
\frac{D_{ss}^{\text{exp}}}{\lambda}=\ln(1+\varepsilon)
\approx\varepsilon-\tfrac12\varepsilon^2 .
\]

The first-order terms coincide. The example has \(\varepsilon=2\), which is too large for this expansion, so the closeness of 43.9 and 44.4 nm is a numerical finding for the chosen parameters.

A third law, \(f\propto u^{3/2}\) in contact, lies between these cases in its pressure dependence. Its inverse is proportional to \(P^{2/3}\), and both steady pressures are proportional to \(P_0\), so \(D_{ss}\propto P_0^{2/3}\). With its stiffness also matched at 20 kPa it gives 43.8 nm in the example. The variation of steady dishing with applied pressure therefore distinguishes the three pad laws, provided that the Preston coefficients and the pad parameters do not change with pressure.

The relaxation of the exponential pad follows from part (f) with \(f'_m=P_m/\lambda\) and \(f'_d=P_d/\lambda\):

\[
k_*=\frac{P_mP_d/\lambda^2}{[\phi P_m+(1-\phi)P_d]/\lambda}
=\frac{P_mP_d}{\lambda P_0}
=\frac{11.11\times33.33}{40\times20}=0.463\ \text{kPa/nm}.
\]

The rate is \(0.463\times3.6=1.67\) min\(^{-1}\), and the relaxation time is 36.0 s, slightly longer than the 33.3 s of the linear pad.

The exponential law has its own limits. It requires \(h\ge0\) and asperities that act independently, and it gives a small positive pressure at any depth. A real pad has a tallest asperity, so the law must fail for sufficiently deep recesses.

The value \(\lambda=40\) nm was chosen only to match the linear pad. The roughness of polishing pads is usually of micrometre size, and \(\lambda=1\) μm would give \(\lambda\ln3=1.1\) μm of dishing. The formula should not be used to predict dishing from a measured pad roughness, because an asperity whose contact spans several lines cannot follow the recesses as the local model assumes.

### (h) Let the slurry also dissolve copper at a constant rate \(r\) that does not depend on pressure. Find the steady dishing on a linear pad and the condition for its existence.

**Solution.** The copper removal rate becomes \(R_m=K_mVP_m+r\), while the dielectric rate is unchanged. For full contact, \(r\) is simply added to the equation of part (f):

\[
\frac{dD}{dt}=(K_m-K_d)VP_0+r-\frac D\tau .
\]

Setting the left side to zero,

\[
D_{ss}=\tau\left[(K_m-K_d)VP_0+r\right]
=\frac{(K_m-K_d)P_0+r/V}{k\left[(1-\phi)K_m+\phi K_d\right]} .
\]

Dissolution adds \(r\tau\) to the dishing. The speed no longer cancels, because dissolution proceeds in time whether or not the pad moves, whereas mechanical removal is proportional to \(V\). Within this model, faster sliding reduces the dissolution contribution.

The result requires contact with the copper, \((1-\phi)kD_{ss}<P_0\). Inserting \(D_{ss}\) and multiplying by the positive denominator,

\[
(1-\phi)\left[(K_m-K_d)P_0+\frac rV\right]
<P_0\left[(1-\phi)K_m+\phi K_d\right].
\]

The terms with \(K_m\) cancel. Moving the term \(-(1-\phi)K_dP_0\) to the right gives

\[
(1-\phi)\frac rV<P_0K_d\left[\phi+(1-\phi)\right]=K_dP_0 ,
\]

and therefore

\[
r<r_c=\frac{K_dVP_0}{1-\phi}.
\]

The threshold \(r_c\) is the recession rate of the dielectric when it carries the entire load. If copper dissolves faster than this, the dielectric cannot keep up even with the greatest pressure available to it. This argument does not use the linear law: the load balance gives \(P_d\le P_0/(1-\phi)\) for any pad, so no local pad provides a steady state when \(r>r_c\).

In the example \(r_c=40/0.4=100\) nm/min. With \(1/\tau=1.8\) min\(^{-1}\), a dissolution rate of 10 nm/min gives

\[
D_{ss}=\frac{80+10}{1.8}=50.0\ \text{nm},
\]

and 90 nm/min gives \(170/1.8=94.4\) nm, just short of the contact limit of 100 nm. At 120 nm/min the linear pad loses the copper. From then on the copper recedes at \(r\) and the dielectric at \(r_c\), so the dishing grows without limit at

\[
r-r_c=120-100=20\ \text{nm/min},
\]

as the numerical integration also finds.

For \(S>1\), lowering \(K_d\) therefore has two costs in this model. It raises the numerator of \(D_{ss}\) and lowers the denominator, so the steady dishing deepens, and it lowers the dissolution rate that the process can tolerate. The assumption of constant \(r\) matters here. If a protective film forms on copper that the pad no longer touches, \(r\) falls after contact is lost, and the predicted unlimited growth need not occur.

## Calculated quantities

```
Mean pressure P0: 20.0 kPa
Sliding speed V: 1.0 m/s
Blanket copper rate: 120.0 nm/min
Blanket dielectric rate: 40.0 nm/min
Copper area fraction phi: 0.60 (no unit)
Pad stiffness k: 0.50 kPa/nm
Copper Preston coefficient: 1.000e-13 1/Pa
Dielectric Preston coefficient: 3.333e-14 1/Pa
K_m V: 6.00 nm/min/kPa
K_d V: 2.00 nm/min/kPa
Selectivity S: 3.00 (no unit)
phi + (1-phi) S: 1.80 (no unit)
P0/k: 40.0 nm
Steady copper pressure: 11.11 kPa
Steady dielectric pressure: 33.33 kPa
Steady dishing, formula: 44.44 nm
Steady dishing, simulation: 44.44 nm
Steady recession, simulation: 66.67 nm/min
Contact-loss dishing D_c: 100.0 nm
D_ss/D_c: 0.444 (no unit)
Dishing with K_d = 0, simulation: 100.0 nm
Relaxation time, linear pad: 33.3 s
Dishing after 30 s: 26.37 nm
Dishing after 60 s: 37.10 nm
Dishing after 120 s: 43.23 nm
Dishing after 180 s: 44.24 nm
Linear pad, phi=0.2: 30.77 nm
Linear pad, phi=0.9: 66.67 nm
Linear pad, P0 doubled: 88.89 nm
Linear pad, rates swapped: -36.36 nm
Exponential pad length lambda: 40.0 nm
Exponential pad dishing: 43.94 nm
Exponential pad, phi=0.2: 43.94 nm
Exponential pad, phi=0.9, P0 doubled: 43.94 nm
Relaxation time, exponential pad: 36.0 s
Power-3/2 pad dishing: 43.80 nm
Static dissolution threshold: 100.0 nm/min
Dishing with dissolution 10 nm/min: 50.00 nm
Dishing with dissolution 90 nm/min: 94.44 nm
Dishing growth with dissolution 120 nm/min: 20.00 nm/min
```
